Hafnia ionization energy and interface dipole step from photoemission

**Question**

I am stuck on a band-alignment exercise for a hafnia/silicon gate stack. A He I photoemission spectrum of hafnia has a total width of 13.42 eV, from the secondary-electron cutoff to the valence band edge. I must find the ionization energy of hafnia. Then, given a silicon ionization energy of 5.15 eV and a measured valence band offset of 2.75 eV, I must infer the dipole step at the interface.

My first idea was that the width itself is the ionization energy, but then the offset makes no sense. I also don't see why the sample bias and the analyser's work function are absent from the data. Finally, I can subtract numbers until a small remainder appears, but I can't tell which way the dipole points, or whether such a small remainder means anything. How should this be done?

**Answer**

The width is the range of kinetic energies of the emitted electrons. The ionization energy is the part of the photon energy that this range leaves over.

**From width to ionization energy**

Let E_vac be the energy of an electron at rest just outside the surface, and E_V the valence band edge. The ionization energy is

I = E_vac − E_V.

An electron that starts at energy E, absorbs a photon hν and escapes without further loss has kinetic energy

K = E + hν − E_vac.

The fastest electrons start at the band edge, E = E_V, so

K_max = hν − (E_vac − E_V) = hν − I.

Other electrons lose energy on their way out. The slowest that still escape have K = 0, and they form the secondary cutoff.

The analyser does not record K directly. Let the sample and analyser have work functions φ_s and φ_a, and let a bias raise the sample's Fermi level by eU above the analyser's. Equating the total energy outside the sample with that inside the analyser gives

K_measured = K + φ_s − φ_a + eU.

The added terms are the same for every electron, so they cancel in the width:

W = K_measured(fastest) − K_measured(slowest) = K_max − 0 = hν − I.

Therefore

I = hν − W.

This is why you were given neither the bias nor the work functions. The bias is still useful in practice, because it lifts the slowest electrons to energies that the analyser can record. The formula also has a clear limit: as hν falls towards I, the width shrinks to zero, and below that there is no emission from the valence band by one photon.

The missing input is the photon energy. "He I" means the line emitted when a helium atom falls from its 1s2p singlet state to its ground state, with hν = 21.22 eV. A two-electron calculation with s, p and d functions puts these levels at −2.1234 and −2.9026 hartree, which gives 21.20 eV. It leaves out higher partial waves, relativity and nuclear recoil (adding f functions alone raises the computed line by about 0.01 eV), so it confirms which line is meant but does not fix the last hundredths. With the line energy of 21.22 eV,

I_ox = 21.22 − 13.42 = 7.80 eV (0.2866 hartree).

**From ionization energies to the offset**

Count the valence offset as positive when the silicon edge lies above the oxide edge:

ΔE_V = E_V(Si) − E_V(ox).

On each side, define a local vacuum level as the band edge plus the ionization energy of that material's free surface. Then

E_V(Si) = E_vac(Si) − I_Si,
E_V(ox) = E_vac(ox) − I_ox.

Subtracting the second line from the first gives

ΔE_V = I_ox − I_Si + D, with D = E_vac(Si) − E_vac(ox).

If the two local vacuum levels lined up, D would be zero and the offset would be

I_ox − I_Si = 7.80 − 5.15 = 2.65 eV.

The measured offset is larger, so

D = 2.75 − 2.65 = +0.10 eV (+0.00367 hartree).

The positive sign says that the local vacuum level drops by 0.10 eV on going from silicon to oxide. The oxide's valence edge is pulled down with it. At fixed band gaps its conduction edge moves down equally, so this dipole raises the barrier for holes by 0.10 eV and lowers the barrier for electrons by the same amount.

**Which way the dipole points**

An electron has charge −e, so its electrostatic energy is −eφ, where φ is the potential. Hence

D = −eφ_Si + eφ_ox = e(φ_ox − φ_Si).

A positive D means a higher potential in the oxide. To connect this with charge, let z run from silicon to oxide and let ρ(z) be the charge density, averaged over the plane, that produces the step in the local vacuum level. It includes bound charge, and it is an excess over the charge of the two free surfaces, as explained in the next section. Poisson's equation is

d²φ/dz² = −ρ/ε₀.

Assume that the layer is neutral as a whole and that the field vanishes on both sides. Multiply the equation by z and integrate across the layer. Integration by parts turns the left side into

∫ z (d²φ/dz²) dz = [z dφ/dz] − ∫ (dφ/dz) dz = 0 − (φ_ox − φ_Si).

The right side is −P/ε₀, where P = ∫ zρ dz is the dipole moment per area. So

φ_ox − φ_Si = P/ε₀, or P = ε₀D/e.

P is positive here. The dipole points from silicon to oxide, with the negative charge on the silicon side. Its size is

P = (8.854 × 10⁻¹² F/m)(0.10 V) = 8.85 × 10⁻¹³ C/m,

which is 0.265 debye per nm². No relative permittivity appears, because ρ already contains the bound charge.

For a picture, replace the layer by two opposite charge sheets a distance d apart. Then P = σd, and for a chosen d = 0.20 nm

σ = P/d = 0.443 μC/cm².

Solving Poisson's equation numerically for two such sheets, slightly smoothed, and placing the band edges on the resulting potential returns an offset of 2.750 eV. With the sheets exchanged, D changes sign and the offset becomes 2.550 eV, below the aligned value of 2.65 eV. That is a quick way to check your sign: a dipole pointing into the oxide must increase this offset.

**What the step contains**

It is tempting to read D as the dipole of the bonds at the interface. It is a difference between that interface and two free surfaces, as the following bookkeeping shows.

Let v be the mean electrostatic energy of an electron deep in a material, and write the band edge as E_V = v + m, where m belongs to the bulk. At the free surface the electron climbs from v to the vacuum level, E_vac = v + s, where s depends on the surface. Then

I = (v + s) − (v + m) = s − m.

At the real interface let the mean energies differ by b = v_Si − v_ox. The offset is

ΔE_V = b + m_Si − m_ox.

Insert both results into D = ΔE_V − I_ox + I_Si:

D = b + m_Si − m_ox − (s_ox − m_ox) + (s_Si − m_Si) = b − (s_ox − s_Si).

The bulk terms cancel. D is the electrostatic step at the interface minus the step that the two free surfaces would predict. If adsorbed molecules change s_ox by 0.1 eV, the inferred D changes by 0.1 eV although the buried interface is untouched. The P found above is likewise the excess dipole relative to this reference.

**Is 0.10 eV significant?**

Put everything into one formula:

D = ΔE_V − hν + W + I_Si.

Each measured quantity enters with a factor of one. If W, I_Si and ΔE_V have independent standard uncertainties of 0.05 eV each, a rough but reasonable figure, and hν is taken as known, then

u_D = √(0.05² + 0.05² + 0.05²) = 0.087 eV.

The result is D = +0.10 ± 0.09 eV. The arithmetic gives a definite remainder, but with these uncertainties the data hardly distinguish it from zero, and the direction of the dipole is correspondingly uncertain.

The way the cutoff is read matters at the same level. Suppose the true cutoff is a sharp step at K = 0 and the analyser broadens it with a Gaussian of standard deviation s_a. The broadened step is steepest at K = 0, where its height is 1/2 and its slope is 1/(s_a√(2π)). If you extend the tangent at that point down to the baseline, it arrives at

K = −(1/2) s_a√(2π) = −s_a√(π/2).

The apparent cutoff is too low, so W is too large and I too small. For an analyser width of 0.10 eV at half maximum, s_a = 0.0425 eV and the error is 0.053 eV. This number belongs to the step shape. If the secondary yield instead rises linearly from zero, for example as K/(K + φ)⁴ with φ between 2 and 4.5 eV, the tangent lands within about 0.01 eV of the true cutoff and the steepest point lies 0.07 to 0.08 eV too high. Which reading is right depends on the shape of the onset in your spectrum.

I compared this with synthetic spectra that have a sharp cutoff followed by a falling secondary background, a linear valence edge and the same broadening. For I = 7.80 eV the true width is 13.42 eV. Taking the steepest point as the cutoff gives 13.422 eV, and the tangent gives 13.474 eV. For silicon, with a true width of 16.07 eV, the two readings are 16.072 and 16.124 eV.

The silicon numbers show a way out. If both materials are measured with the same line,

I_ox − I_Si = (hν − W_ox) − (hν − W_Si) = W_Si − W_ox.

The photon energy cancels, and so does an equal cutoff error: both readings of the synthetic spectra give a difference of 2.65 eV. That cancellation needs the same onset and edge shapes in both spectra, as the synthetic ones have. With a step in one spectrum and a linear onset in the other, one convention still leaves 0.04 eV (tangent) to 0.07 eV (steepest point), and a straight-line fit to a curved valence edge adds an error that depends on the fitted range. Mixing conventions also does harm. If the hafnia onset is a step, your 13.42 eV came from a tangent, and the silicon value is free of this error, the corrected hafnia ionization energy is 7.80 + 0.053 = 7.853 eV, and

D = 2.75 − (7.853 − 5.15) = +0.047 eV.

About half of the step is then gone.

**How this compares with a real gate stack**

An ionization energy near 8 eV for hafnia, one slightly above 5 eV for silicon and a valence offset of roughly 3 eV are of the usual size for this pair. A real stack can have a thin silicon-oxide-like layer between the two materials. D is then the net step across the whole transition region, and these data cannot say at which boundary it arises.

The analysis also assumes flat bands. A uniform field F across an oxide film of thickness t shifts levels by eFt from one face to the other. For t = 2.0 nm, a shift equal to D needs

F = 0.10 V / 2.0 nm = 0.50 MV/cm.

With a rough relative permittivity of 20, a sheet of charge that produces this field on one side, with no field on the other, has a density

n = 20 ε₀F/e = 5.53 × 10¹² cm⁻².

By proportion, 10¹² charges per cm² would shift the far face by about 0.02 eV. How much of such a shift enters the measured offset depends on the depth from which the electrons come, so the full drop is an upper estimate. Charging under illumination can act in the same way, and it is worth checking whether the spectra move with light intensity.

Silicon has its own band bending. For a depleted surface with total bending ψ_s, uniform doping N and relative permittivity k, the space charge ends at depth

w = √(2kε₀ψ_s/(eN)).

The remaining bending at depth x is ψ_s(1 − x/w)², since its second derivative is the constant eN/(kε₀) and both it and its slope vanish at x = w. With ψ_s = 0.50 V, N = 10¹⁷ cm⁻³ and k = 11.7, w = 80.4 nm. Within a rough escape depth of 2.0 nm the band edge changes by

0.50 × [1 − (1 − 2.0/80.4)²] = 0.025 eV.

This is a quarter of D. An average weighted by an exponential escape probability with the same 2.0 nm depth gives nearly the same shift, 0.024 eV. The shift is nearly proportional to the depth assumed: 2 nm suits X-ray excitation, and for a depth of 1 nm the weighted shift is 0.012 eV. At the same total bending, heavier doping makes w shorter and the effect larger.

So for the exercise, answer I_ox = 7.80 eV and D = +0.10 eV, with the dipole pointing from silicon to oxide. To claim the dipole as a physical finding, you would need both ionization energies from the same spectrometer with the same cutoff convention and a reading suited to the shape of each onset and edge, clean surfaces, an offset corrected for charging and band bending, and a combined uncertainty well below 0.10 eV. The remaining values are in the numerical output below.

Table of computed values

```
He I photon energy, input: 21.22 eV
He ground level, computed: -2.9026 hartree
He 1s2p singlet level, computed: -2.1234 hartree
He I photon energy, computed: 21.20 eV
Hafnia spectral width, input: 13.42 eV
Silicon ionization energy, input: 5.15 eV
Valence offset, input: 2.75 eV
Hafnia ionization energy: 7.80 eV
Hafnia ionization energy: 0.2866 hartree
Vacuum-aligned valence offset: 2.65 eV
Dipole step D: +0.10 eV
Dipole step D: +0.00367 hartree
Dipole per area: 0.265 debye/nm^2
Chosen sheet separation: 0.20 nm
Equivalent sheet charge: 0.443 uC/cm^2
Offset from Poisson profile: 2.750 eV
Offset with dipole reversed: 2.550 eV
Synthetic hafnia width, steepest point: 13.422 eV
Synthetic hafnia width, tangent: 13.474 eV
Synthetic silicon width, steepest point: 16.072 eV
Synthetic silicon width, tangent: 16.124 eV
Analyser full width at half maximum: 0.10 eV
Gaussian standard deviation: 0.0425 eV
Tangent error, formula: 0.053 eV
D if only hafnia needs tangent correction: +0.047 eV
Uncertainty of each of three inputs: 0.05 eV
Uncertainty of D, formula: 0.087 eV
Uncertainty of D, sampled: 0.087 eV
Oxide film thickness: 2.0 nm
Oxide relative permittivity: 20 (no unit)
Oxide field imitating D: 0.50 MV/cm
Sheet density for that field: 5.53e+12 cm^-2
Silicon doping: 1.0e+17 cm^-3
Silicon relative permittivity: 11.7 (no unit)
Silicon surface band bending: 0.50 eV
Silicon depletion width: 80.4 nm
Photoelectron escape depth, rough: 2.0 nm
Band bending within escape depth: 0.025 eV
```
